# Contact Length and the Barrier Read from an Arrhenius Plot

**The argument under review**

An imagined manuscript on metal contacts to lightly doped n-type germanium reasons as follows. Current crosses the interface by thermionic emission, so the specific contact resistance varies as $e^{\phi/kT}/T$, where $\phi$ is the barrier. The contact resistance $R_c$ is the specific resistance divided by the contact area. The area does not depend on temperature, so the slope of $\ln(TR_c)$ against $1/kT$ must be $\phi$. A contact 20 µm long gives 0.55 eV and one 3 mm long gives 0.26 eV. The manuscript concludes that the larger contact has the lower barrier, perhaps because it contains more defects.

The first sentence of this argument can be accepted, but the second cannot, and the conclusion depends on it. The question is what the slope measures when the current is free to choose where it crosses the interface. I treat a uniform barrier, so that any dependence on contact length comes from the current distribution alone.

**The interface by itself**

Let $\phi$ be the height of the barrier top above the Fermi level of the metal, in eV, and let $k$ be Boltzmann's constant in eV/K. Write $k_B=qk$ for the same constant in J/K. The conduction band has several valleys. In one of them an electron of wavevector $\boldsymbol\kappa$ at the barrier top has kinetic energy $E=\tfrac12\hbar^2\boldsymbol\kappa\cdot M^{-1}\boldsymbol\kappa$, with $M$ the mass tensor. With $x$ normal to the interface, the one-way current density is

$$J_0=\frac{2q}{(2\pi)^3}\int_{v_x>0}v_x\,e^{-E/k_BT}e^{-\phi/kT}\,d^3\kappa .$$

Since $v_x=\hbar^{-1}\partial E/\partial\kappa_x$, the integral over $\kappa_x$ is elementary. It gives $(k_BT/\hbar)\,e^{-E_{\min}/k_BT}$, where $E_{\min}$ is the smallest energy at fixed $\kappa_y,\kappa_z$. Completing the square in $\kappa_x$ shows that $E_{\min}=\tfrac12\hbar^2\boldsymbol\kappa_\perp\cdot S\boldsymbol\kappa_\perp$, with $\det S=\det(M^{-1})/(M^{-1})_{xx}$. The remaining Gaussian integral is $2\pi k_BT/(\hbar^2\sqrt{\det S})$, so

$$J_0=\frac{q(k_BT)^2}{2\pi^2\hbar^3}\sqrt{\det M\,(M^{-1})_{xx}}\;e^{-\phi/kT}.$$

Summed over valleys this is $J_0=A^*T^2e^{-\phi/kT}$, which defines the Richardson constant $A^*$.

A forward voltage $V$ raises the flow from semiconductor to metal by $e^{V/kT}$ ($V$ in volts, $kT$ in eV) and leaves the reverse flow unchanged. Hence $J=J_0(e^{V/kT}-1)$. For $V\ll kT$ the interface is linear, with specific resistance

$$\rho=\left(\frac{dJ}{dV}\right)^{-1}_{V=0}=\frac{kT}{J_0}=\frac{k}{A^*T}\,e^{\phi/kT}.$$

Put $\beta=1/kT$. Then $-\ln T=\ln\beta+\ln k$, and for constant $\phi$

$$\frac{d\ln\rho}{d\beta}=\phi+\frac1\beta=\phi+kT .$$

The slope of $\ln(T\rho)$ is therefore $\phi$. Up to here the manuscript is right, but it measures $R_c$ and not $\rho$.

**What the measurement adds**

Current arrives along a thin film of sheet resistance $R_s$ and enters a contact of width $W$ that extends from $x=0$ to $x=d$, where $x$ now runs along the film. The metal is an equipotential, and no current leaves the far end. Let $V(x)$ be the film voltage relative to the metal and $I(x)$ the current still in the film. Ohm's law along the film and across the interface gives

$$\frac{dV}{dx}=-\frac{R_s}{W}I,\qquad \frac{dI}{dx}=-\frac{W}{\rho}V .$$

Differentiating the first equation and inserting the second gives $V''=V/L^2$, with the transfer length $L=\sqrt{\rho/R_s}$. The condition $I(d)=0$ means $V'(d)=0$, so

$$V=C\cosh\frac{d-x}{L},\qquad I=\frac{WC}{R_sL}\sinh\frac{d-x}{L}.$$

With $u=d/L$ and $R_sL=\sqrt{\rho R_s}$,

$$R_c=\frac{V(0)}{I(0)}=\frac{\sqrt{\rho R_s}}{W}\coth u .$$

For a short contact, $u\ll1$, the expansion $\coth u\approx1/u+u/3$ gives

$$R_c\approx\frac{\rho}{Wd}+\frac{R_sd}{3W}.$$

The first term is the manuscript's formula. For a long contact, $u\gg1$, $\coth u\to1$ and

$$R_c\approx\frac{\sqrt{\rho R_s}}{W}=\frac{\rho}{WL}.$$

The last form shows what was missed. The area that carries the current is $WL$ and not $Wd$, and $L$ varies with temperature. On heating, $\rho$ falls, but the current then crowds into a shorter strip at the front edge. The loss of working area undoes half of the logarithmic gain.

**The sensitivity at any length**

Define $s=\partial\ln R_c/\partial\ln\rho$ at fixed $R_s$. The prefactor $\sqrt\rho$ contributes $1/2$. Since $u\propto\rho^{-1/2}$, $\partial u/\partial\ln\rho=-u/2$, while $d\ln\coth u/du=-1/(\sinh u\cosh u)=-2/\sinh2u$. Therefore

$$s=\frac12+\frac{u}{\sinh2u},$$

which falls from 1 at $u\to0$ to $1/2$ at $u\to\infty$.

This number has a direct meaning. The power lost at the interface is

$$P_{\rm int}=\int_0^d\frac{W}{\rho}V^2dx=\frac{WC^2}{\rho}\left(\frac d2+\frac L4\sinh2u\right),$$

and the total power is

$$P=V(0)I(0)=\frac{WC^2}{R_sL}\cosh u\sinh u=\frac{WC^2}{2R_sL}\sinh2u .$$

Because $R_sL/\rho=1/L$, their ratio is

$$\frac{P_{\rm int}}{P}=\frac1L\,\frac{d+\tfrac12L\sinh2u}{\sinh2u}=\frac12+\frac{u}{\sinh2u}=s .$$

The agreement has a reason. At fixed total current the power is

$$P[I]=\frac1W\int_0^d\left(R_sI^2+\rho I'^2\right)dx .$$

Setting its variation to zero gives $\rho I''=R_sI$, the equation that the current obeys. A small change of $\rho$ redistributes the current, but to first order this redistribution costs no power. What remains is the explicit change $\delta P=(\delta\rho/\rho)P_{\rm int}$. The resistance thus responds to the interface in proportion to the power lost there, and in a long contact the film takes the other half.

Multiplying $\rho$ and $R_s$ by a common factor multiplies $R_c$ by that factor and leaves $u$ unchanged. The logarithmic sensitivity to $R_s$ is therefore $1-s$, and

$$\frac{d\ln R_c}{d\beta}=s\left(\phi-T\frac{d\phi}{dT}+kT\right)+(1-s)\frac{d\ln R_s}{d\beta}.$$

The term in $d\phi/dT$ arises because $d(\beta\phi)/d\beta=\phi+\beta\,d\phi/d\beta$ and $dT/d\beta=-kT^2$. For constant $\phi$ and $R_s$ the slope is $s(\phi+kT)$.

Multiplying $R_c$ by $T^p$ subtracts $p\,kT$ from the slope. The usual choice $p=1$ gives $\phi$ in the short limit but $\phi/2-kT/2$ in the long limit. There the choice that removes the prefactor is $p=1/2$, and it gives $\phi/2$.

**The two contacts, and one between them**

To re-read the manuscript's numbers I use calculated data for which the barrier is known: $\phi=0.55$ eV under every contact, with $R_s=1000$ ohm per square and $W=1$ mm. The valley masses are 1.6 and 0.082 free-electron masses, with four valleys along $\langle111\rangle$ and current along $[100]$. For each valley $(M^{-1})_{xx}=\tfrac13(1/m_l+2/m_t)$ and $\det M=m_lm_t^2$, so relative to the free-electron Richardson constant $A^*$ is larger by

$$4\sqrt{\frac{m_t^2+2m_lm_t}{3}}=4\sqrt{\frac{0.0067+0.2624}{3}}=1.20 .$$

This gives $A^*=144$ A cm⁻² K⁻². A direct sum of the flux over momentum gives the same figure.

The resistances below come from a ladder of small resistors, which makes no use of the coth law. The law agrees with the ladder to within one part in $10^4$ for all three lengths at six temperatures from 300 to 350 K.

| $T$ (K) | $\rho$ (ohm cm²) | $L$ (µm) | 20 µm (ohm) | 300 µm (ohm) | 3 mm (ohm) |
|---|---|---|---|---|---|
| 300 | 3.46 | 589 | 17326 | 1253 | 589 |
| 320 | 0.859 | 293 | 4302 | 380 | 293 |
| 350 | 0.142 | 119 | 717 | 121 | 119 |

At 300 K the short contact should have $3.464/(0.1\times0.002)=17320$ ohm from the interface and $1000\times0.002/(3\times0.1)=7$ ohm from the film, in agreement with the table. The long contact should have $\sqrt{3.464\times1000}/0.1=589$ ohm, again as listed. Multiplying this by the full area gives $589\times0.1\times0.3=17.7$ ohm cm², about five times the true $\rho$. At 350 K the same step gives 3.6 ohm cm², about 25 times too much. The error grows on heating, and so it changes the slope.

Between 300 and 350 K, $1/kT$ falls from 38.682 to 33.156 eV⁻¹, a change of 5.526 eV⁻¹, or 5.53 when rounded. The end points give

$$\frac{\ln(17326/717.3)}{5.53}=0.576\ \text{eV},\qquad \frac{\ln(588.6/119.2)}{5.53}=0.289\ \text{eV}$$

for the short and the long contact. These are slopes of $\ln R_c$. Straight-line fits of $\ln(TR_c)$ to all six temperatures give 0.548 and 0.261 eV, the two values in the manuscript. The long contact plotted as $\ln(\sqrt T R_c)$ gives 0.275 eV ($4.41\times10^{-20}$ J), which is half of 0.55 eV. A single barrier accounts for both results, and the inferred dependence on defects has no support in these data. The close match belongs to constant $\phi$ and $R_s$. With the barrier drift and the sheet variation discussed below, a single barrier chosen to give 0.55 eV on the short contact gives 0.24 to 0.28 eV on the long one. With the drift that barrier is about 0.46 eV at 325 K, and the 20 µm contact reaches $u\approx0.9$ at 350 K, so it is no longer short.

The 300 µm contact shows why a factor of two is not a general correction. Its $u$ rises from 0.51 at 300 K to 2.52 at 350 K, and the interface share of the power falls from 0.92 to 0.53. The local slope of $\ln R_c$ falls with it, from 0.531 to 0.309 eV. The midpoint $s=3/4$ requires $\sinh2u=4u$, or $u=1.09$. For this contact that means $L=275$ µm, which the table places a little above 320 K.

A straight line through $\ln(TR_c)$ for this contact has slope 0.40 eV, with a squared correlation coefficient of 0.991. The value 0.40 eV is neither the barrier nor half of it, and doubling it would give 0.79 eV. A high correlation coefficient is no evidence that the contact stayed in one regime. Within this model, cooling lengthens $L$ without limit, so any contact of fixed length eventually becomes short and its slope approaches the full value. In a real contact recombination in the depleted layer, activated by roughly half the gap, gains on the thermionic current on cooling. For the 3 mm contact with a carrier lifetime of 1 µs the local slope of $\ln(TR_c)$ reaches 0.55 eV near 200 K and drops to about 0.50 eV at 140 K. With 10 ns it is about 0.51 eV at 230 K and 0.42 eV at 170 K.

**The analysis I request**

At each temperature the authors should measure the resistance between pairs of contacts at several spacings. If the film is cut to the width of the contacts, so that current cannot enter from the sides or the back, the slope against spacing is $R_s/W$ and the intercept is $2R_c$. With 1 mm of film left around the contacts of the example, the apparent $R_s$ for the 3 mm contacts is only about 380 to 540 ohm per square, their slope of $\ln(TR_c)$ falls from 0.26 to about 0.22 eV, and the procedure below returns barriers 0.01 to 0.02 eV low for the two longer contacts. They should then solve

$$R_cW=\sqrt{\rho R_s}\,\coth\!\left(d\sqrt{R_s/\rho}\right)$$

for $\rho$, and only then plot $\ln(T\rho)$. The solution is unique, because $s>0$ makes $R_c$ increase with $\rho$. The last two steps were tested with $R_c$ from the ladder and the exact $R_s$, which was made to vary as $T^{1.7}$. They returned 0.550 eV for all three lengths. The first step is more fragile. With spacings of 10 to 100 µm, a barrier scatter of 1 meV from contact to contact leaves the $R_s$ fitted from the 20 µm contacts undetermined at 300 K and uncertain by about 50% at 350 K, and spreads the barrier from the 3 mm contacts by about $\pm0.04$ eV, so $R_s$ is better measured separately, for example by a four-terminal method. The metal must also be a good equipotential: for the 3 mm contact probed at its far end, a metal sheet resistance of 1 ohm per square lowers the recovered barrier by about 7 meV, and 5 ohm per square lowers it by about 33 meV.

The procedure assumes that the film under the metal has the same sheet resistance as the film between contacts. In the example, with $10^{16}$ donors per cm³ and a 2 µm film, depletion under the metal removes about 250 nm, or 12.5% of the thickness, in the depletion approximation. With the holes that gather at the interface counted, the depth falls from about 250 nm at 300 K to about 220 nm at 350 K. If the film between contacts is not depleted, its $R_s$ is too low for use under the metal by $-\ln0.875=0.134$ in the logarithm. At fixed $R_c$, an error $\delta\ln R_s$ produces $\delta\ln\rho=-\frac{1-s}{s}\,\delta\ln R_s$. In both limits $s$ is constant, so a fixed error in $R_s$ shifts $\rho$ by a constant factor and the slope survives. The shrinking of the depletion depth on heating moves the long-contact result by about 3 meV. For the 300 µm contact the shift grows from 0.01 at 300 K to 0.12 at 350 K. To first order this lowers the inferred barrier by $0.11/5.53\approx0.02$ eV.

The procedure also assumes that the free surface between contacts carries no hole channel. The metal is a nearly ohmic contact for holes. If the free surface were pinned like the interface, it would hold about $6\times10^{10}$ holes per cm² at 300 K with the Fermi level 0.55 eV below the conduction band, and about twice that at the unlowered 0.57 eV discussed below. For a hole mobility of 1000 cm²/Vs the smaller figure gives about 100 kilohm per square, or about 2 kilohm across a 20 µm gap, in parallel with $2R_c\approx35$ kilohm for the short contacts. The slope and intercept would then no longer give $R_s/W$ and $2R_c$. Even with the surface Fermi level 0.45 eV below the conduction band, the apparent $R_c$ of the short contact at 300 K, fitted to spacings of 10 to 100 µm, is 40 to 45% low and the slope of $\ln(TR_c)$ falls to about 0.50 eV, although the surface hole density is then only about 15% of the donor density. With the surface pinned at 0.55 eV the slope falls to about 0.1 eV. These slopes are for a surface level at a fixed depth below the conduction band. If it keeps a fixed height above the valence band instead, they are about 0.48 eV and 0.01 to 0.02 eV. The error in $R_c$ at 300 K is still about 2% when the surface hole density is down to the intrinsic density, with the level about 0.34 eV below the conduction band, and it falls below 1% only when the level is within about 0.30 eV of that band. The authors must show that the surface meets this condition, and the hole currents estimated below assume that it does.

**How far the model can be trusted for germanium**

The barrier, doping and sheet resistance used here are rough typical values for a plain metal on lightly doped n-type germanium. The resulting $\rho$, above 0.1 ohm cm², is many orders of magnitude larger than in working transistor contacts. Those use heavy doping, so that electrons tunnel through the barrier, and the thermionic law for $\rho$ then fails. The coth law still holds there while the film is thin compared with $L$. The true resistance exceeds it by about 1% at a thickness of $0.3L$ and by 12 to 13% at a thickness near $L$. Its slope no longer measures $\phi$ in this way.

For the lightly doped case, apart from a hole channel at the free surface, the largest of the neglected effects that I have estimated is the drift of the barrier. If the interface holds the Fermi level at a fixed height above the valence band, the electron barrier shrinks with the gap, by roughly 0.4 meV/K. With $\phi$ held at 0.55 eV at 325 K, the slope then contains $\phi-T\,d\phi/dT=0.55+0.13=0.68$ eV. Fits to the ladder data give 0.678 eV for the short contact plotted as $\ln(TR_c)$ and 0.340 eV for the long one plotted as $\ln(\sqrt TR_c)$ (0.326 eV as $\ln(TR_c)$). The ratio of one half survives, but neither the short contact nor the procedure above returns the barrier at the temperature of use. Both return its linear extrapolation to zero temperature.

A second effect concerns the film. If phonons limit the mobility so that $R_s\propto T^{1.7}$, then $d\ln R_s/d\beta=-1.7kT$. At 325 K, where $kT=28$ meV, half of this is $-24$ meV. The long contact, plotted as $\ln(\sqrt TR_c)$, then gives 0.251 eV instead of 0.275 eV (0.237 instead of 0.261 eV as $\ln(TR_c)$), while the short one stays at 0.548 eV. At $10^{16}$ donors per cm³ scattering by ionized impurities weakens the power. A rough estimate puts the exponent at 1.3 to 1.5 and the long-contact slope near 0.256 eV. The opposite case is also instructive: if $R_s$ were itself activated with slope $\phi+kT$, the general formula would give that full slope at every length. The half value needs a sheet that is not activated. For $R_s\propto T^a$ and constant $\phi$, the long-contact slope of $\ln(T^pR_c)$ is $\phi/2+(1-a-2p)\,kT/2$.

The measuring voltage must be small compared with $kT$. Let $V$ now denote the local forward voltage, counted positive when the metal is positive relative to the film. With $v=V/kT$ and distance in units of $L$, a long contact obeys $v''=e^v-1$. Multiplying by $v'$ and integrating from the far end, where $v$ and $v'$ vanish, gives $v'^2=2(e^v-1-v)\approx v^2(1+v/3)$. The resistance is therefore multiplied by $v/|v'|\approx1-v/6$. A short contact has nearly uniform $v$, and its factor is $v/(e^v-1)\approx1-v/2$. At 5 mV forward bias and 325 K the full expressions give 0.970 and 0.913. If that bias is kept fixed, the slopes shift by about $-V/6=-0.8$ meV and $-V/2=-2.5$ meV. These figures are for a single forward contact. In a measurement between two equal contacts one is forward and the other reverse, and the first-order terms cancel. With 10 mV across the two interfaces the factors are 1.001 for long and 1.011 for short contacts, and the slopes shift by less than 1 meV.

The remaining effects were estimated separately. Tunnelling near the barrier top, treated as a parabola at fixed field, raises the current by about 13% and lowers the short-contact slope by about 7 meV. The parabola overstates this. A WKB treatment of the true barrier shape gives about 8% and a slope shift of a few meV of either sign. Quantum reflection at the metal is not included. In a simple step model it lowers the current by a few per cent to about 60%, depending on the metal and on the energy gained in the image well, and it raises the slope by up to about 10 meV. Image-force lowering, about 20 meV, is contained in the effective $\phi$, but it is not constant. A lowered barrier of 0.55 eV means about 0.57 eV before lowering, which leaves a hole inversion layer at the metal of about $3\times10^{17}$ cm⁻³ at 325 K (about $1.6\times10^{17}$ cm⁻³ if 0.55 eV is taken as the unlowered value), so the field and the lowering grow on heating. Through $-T\,d\phi/dT$ this adds about 0.025 to 0.035 eV to the short-contact slope if the unlowered barrier is constant, and about 0.01 to 0.02 eV if it follows the gap. The finite rate at which the film supplies electrons to the barrier changes $\rho$ by about 5% if the peak field at the metal is used, and by 8 to 10% over the full band profile. With a surface recombination velocity of 1000 cm/s and a lifetime of 1 µs, the hole and recombination currents directly under the metal are each below 1% of the thermionic current. Holes also diffuse about 25 µm sideways in the film, which raises the hole current of the 20 µm contact to 1 to 2% at 350 K. A tenfold faster surface or a lifetime of 10 ns raises it to several per cent or more. These estimates require an insulating substrate with a slowly recombining back interface. A back boundary that collects holes, such as a p-type substrate or a very defective interface, can raise the hole current to about 20 to 25% of the thermionic current at 300 K and about 60 to 90% at 350 K, for a hole mobility of 1500 to 1900 cm²/Vs at 300 K, which adds about 0.06 to 0.07 eV to the short-contact slope. These figures assume a uniform interface. A patchy barrier or an interfacial layer could change the slope in ways that the present analysis does not cover.

The claim that barrier height depends on contact size should be withdrawn unless it survives the extraction of $\rho$ at each temperature. The revised manuscript should also state $d/L$ at both ends of the temperature range, since this ratio fixes $s$, which together with the temperature dependence of $R_s$ and $\phi$ decides what slope the original plot could have shown. The remaining values for the example are in the numerical output.

## Calculated quantities

```
Barrier 0.55 eV; sheet 1000 ohm/sq; width 1 mm
Doping 1e+16 cm^-3; film 2.0 um
Valley masses 1.6, 0.082 m0; 4 valleys
A* formula 144.0, momentum sum 144.0 A/(cm2 K2)
Contact lengths (um): {'short': 20, 'middle': 300, 'long': 3000}
T(K) rho(ohm cm2) L(um) R_short R_middle R_long (ohm)
300 3.4639 588.5 17326.0 1252.9 588.6
310 1.6876 410.8 8444.7 659.1 410.8
320 0.8591 293.1 4302.3 380.0 293.1
330 0.4552 213.4 2282.7 240.6 213.4
340 0.2501 158.2 1257.4 165.4 158.2
350 0.1421 119.2 717.3 120.8 119.2
d/L and interface power share from the ladder:
  short 300 K: d/L 0.034, share 1.000
  short 350 K: d/L 0.168, share 0.991
  middle 300 K: d/L 0.510, share 0.923
  middle 350 K: d/L 2.516, share 0.533
  long 300 K: d/L 5.097, share 0.500
  long 350 K: d/L 25.164, share 0.500
Share is 0.75 at d/L = 1.089
short: slope of ln R 0.5764, ln(T R) 0.5485 eV
middle: slope of ln R 0.4235, ln(T R) 0.3956 eV
long: slope of ln R 0.2890, ln(T R) 0.2611 eV
long: slope of ln(sqrt(T) R) 0.2750 eV = 4.406e-20 J
middle: local slope of ln R at 300 K 0.531, at 350 K 0.309 eV
middle: r^2 of straight line for ln(T R) 0.99133
Cure, sheet ~ T^1.7: barrier (eV) {'short': 0.55, 'middle': 0.55, 'long': 0.55}
NEGLECTED EFFECTS (at 325 K unless stated); kT 28.01 meV
Fits below: short ln(T R), long ln(sqrt(T) R)
Barrier falls 0.4 meV/K: short 0.678, long 0.340 eV
Sheet ~ T^1.7: short 0.548, long 0.251 eV
Field at metal 0.0417 MV/cm; image lowering 19.4 meV
Tunnelling at top: current x 1.132, short slope shift -7.1 meV
Bias 5 mV forward: R factor short 0.913, long 0.970
Implied mobility 3566 cm2/Vs; diffusion correction 0.054
Surface recombination 1000 cm/s; lifetime 1 us
Largest hole/thermionic current ratio, 300-350 K 0.0046
Largest recombination/thermionic ratio, 300-350 K 0.0055
n_i/doping at 350 K 0.0224; doping/Nc 0.00085
Depletion depth 250 nm = 0.125 of film
Largest (film/L)^2, at 350 K 2.81e-04
```
